# Spherical photon modes, their parities, and the missing J = 0 photon: a program that tests the result

```python
# Result under test: the free radiation field is a set of oscillators with
# electric (E) and magnetic (M) multipole modes, J = 1, 2, ..., of parity
# (-1)^J and (-1)^(J+1); no transverse one-photon state has J = 0.
# Symbols: k wave number, J and M total angular momentum and z component,
# Y spherical harmonic, X = L Y / sqrt(J(J+1)), j spherical Bessel function.
# Atomic units with 4 pi eps0 = 1, E = -dA/dt, B = curl A, omega = c k.
# Modes are normalized to delta(k - k'); A is a polar vector field.
import numpy as np
from math import factorial, pi, sqrt
from scipy.special import lpmv, spherical_jn
from scipy.constants import physical_constants, fine_structure

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10
C_AU = 1.0 / fine_structure

EPS = np.zeros((3, 3, 3))
for a, b, d in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[a, b, d] = 1.0
    EPS[a, d, b] = -1.0
SPIN = -1j * EPS


def harmonic(l, m, unit):
    if abs(m) > l:
        return np.zeros(len(unit), complex)
    q = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - q) / factorial(l + q))
    phi = np.arctan2(unit[:, 1], unit[:, 0])
    value = norm * lpmv(q, l, unit[:, 2]) * np.exp(1j * q * phi)
    return value if m >= 0 else (-1)**q * value.conj()


def vector_harmonic(J, M, unit):
    up = sqrt(J*(J + 1) - M*(M + 1)) * harmonic(J, M + 1, unit)
    down = sqrt(J*(J + 1) - M*(M - 1)) * harmonic(J, M - 1, unit)
    parts = [(up + down) / 2, (up - down) / 2j, M * harmonic(J, M, unit)]
    return np.stack(parts, axis=1) / sqrt(J*(J + 1))


def mode(kind, J, M, k, pts):
    r = np.linalg.norm(pts, axis=1)
    unit = pts / r[:, None]
    bessel = spherical_jn(J, k*r)
    X = vector_harmonic(J, M, unit)
    if kind == "M":
        return sqrt(2/pi) * k * bessel[:, None] * X
    slope = (bessel + k*r*spherical_jn(J, k*r, derivative=True)) / r
    radial = 1j * sqrt(J*(J + 1)) * bessel / r * harmonic(J, M, unit)
    return sqrt(2/pi) * (radial[:, None]*unit
                         + slope[:, None]*np.cross(unit, X))


def jacobian(field, pts, h=0.01):
    # entry [n, b, i] is the derivative of component i along axis b
    out = np.zeros((len(pts), 3, 3), complex)
    for axis in range(3):
        s = np.zeros(3)
        s[axis] = h
        near = field(pts + s) - field(pts - s)
        far = field(pts + 2*s) - field(pts - 2*s)
        out[:, axis, :] = (8*near - far) / (12*h)
    return out


def sphere_grid(n_theta, n_phi):
    z, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*pi*np.arange(n_phi)/n_phi
    zz, pp = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - zz**2)
    unit = np.stack([rho*np.cos(pp), rho*np.sin(pp), zz], -1).reshape(-1, 3)
    return unit, np.repeat(w, n_phi) * 2*pi/n_phi


def interval(low, high, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low)*(x + 1)/2, w*(high - low)/2


points = np.array([[0.7, -0.4, 1.1], [-1.2, 0.8, 0.5],
                   [0.3, 1.4, -0.9], [1.0, 0.6, -0.3]])
k_test = 1.3
unit, weight = sphere_grid(24, 48)

# Local properties of each mode and its plane-wave representation
err_local = err_rot = err_wave = err_conj = 0.0
parities = {}
for J in (1, 2, 3):
    for kind in "EM":
        dual = "M" if kind == "E" else "E"
        for M in range(-J, J + 1):
            def field(p):
                return mode(kind, J, M, k_test, p)
            u = field(points)
            jac = jacobian(field, points)
            div = np.einsum("nii->n", jac)
            curl = np.einsum("abi,nbi->na", EPS, jac)
            partner = mode(dual, J, M, k_test, points)
            err_local = max(err_local, abs(div).max(),
                            abs(curl - k_test*partner).max())
            Ju = (-1j*np.einsum("abc,nb,nci->nai", EPS, points, jac)
                  + np.einsum("aik,nk->nai", SPIN, u))
            err_rot = max(err_rot, abs(Ju[:, 2] - M*u).max())
            for step in (1, -1):
                size = sqrt(J*(J + 1) - M*(M + step))
                M_new = max(-J, min(J, M + step))
                target = size * mode(kind, J, M_new, k_test, points)
                got = Ju[:, 0] + step*1j*Ju[:, 1]
                err_rot = max(err_rot, abs(got - target).max())
            reflected = -field(-points)
            p = (np.vdot(u, reflected) / np.vdot(u, u)).real
            assert np.allclose(reflected, p*u, atol=1e-12)
            assert abs(p - (-1)**(J + (kind == "M"))) < 1e-12
            parities[kind, J] = p
            X = vector_harmonic(J, M, unit)
            amp = X if kind == "M" else 1j*np.cross(unit, X)
            phase = np.exp(1j*k_test*points @ unit.T)
            wave = (k_test*(-1j)**J/(2*pi)**1.5
                    * np.einsum("pn,n,ni->pi", phase, weight, amp))
            err_wave = max(err_wave, abs(wave - u).max())
            mirror = (-1)**(M + 1)*mode(kind, J, -M, k_test, points)
            err_conj = max(err_conj, abs(u.conj() - mirror).max())
assert err_local < 1e-6 and err_rot < 1e-6
assert err_wave < 1e-11 and err_conj < 1e-12

# Orthonormality of the tangential amplitudes on the momentum sphere
amps = []
for J in (1, 2, 3):
    for M in range(-J, J + 1):
        X = vector_harmonic(J, M, unit)
        amps += [X, 1j*np.cross(unit, X)]
amps = np.array(amps)
gram = np.einsum("n,ani,bni->ab", weight, amps.conj(), amps)
err_orth = abs(gram - np.eye(len(amps))).max()
assert err_orth < 1e-12

# Completeness: sum over modes against the transverse projector
total = np.zeros((3, 3), complex)
for J in range(1, 19):
    for M in range(-J, J + 1):
        for kind in "EM":
            u = mode(kind, J, M, k_test, points[:2])
            total += np.outer(u[0], u[1].conj())
phase = np.exp(1j*k_test*unit @ (points[0] - points[1]))
projector = np.eye(3) - unit[:, :, None]*unit[:, None, :]
direct = k_test**2/(2*pi)**3*np.einsum("n,n,nij->ij", weight, phase, projector)
err_complete = abs(total - direct).max()
assert err_complete < 1e-10

# Count transverse states by J and parity without using the modes
lmax = 3
labels = [(l, m) for l in range(lmax + 1) for m in range(-l, l + 1)]
raising = np.zeros((len(labels), len(labels)), complex)
for col, (l, m) in enumerate(labels):
    if m < l:
        raising[labels.index((l, m + 1)), col] = sqrt(l*(l + 1) - m*(m + 1))
lowering = raising.conj().T
orbital = [(raising + lowering)/2, (raising - lowering)/2j,
           np.diag([m for l, m in labels]).astype(complex)]
J_ops = [np.kron(orbital[a], np.eye(3)) + np.kron(np.eye(len(labels)), SPIN[a])
         for a in range(3)]
J_squared = sum(op @ op for op in J_ops)
samples = np.stack([harmonic(l, m, unit) for l, m in labels], axis=1)
counts, all_fields = {}, {}
for parity in (1, -1):
    mask = np.array([(-1)**(l + 1) == parity for l, m in labels])
    keep = np.repeat(mask, 3)
    values, vectors = np.linalg.eigh(J_squared[np.ix_(keep, keep)])
    for J in (0, 1, 2):
        chosen = vectors[:, abs(values - J*(J + 1)) < 1e-8]
        n_all = chosen.shape[1]
        all_fields[J, parity] = n_all
        rank = 0
        if n_all:
            coef = chosen.reshape(mask.sum(), 3, n_all)
            F = np.einsum("nb,bic->nic", samples[:, mask], coef)
            along = np.einsum("ni,nic->nc", unit, F)
            F = F - unit[:, :, None]*along[:, None, :]
            overlap = np.einsum("n,nic,nid->cd", weight, F.conj(), F)
            rank = int(np.sum(np.linalg.eigvalsh(overlap) > 1e-8))
        counts[J, parity] = rank
        assert rank == (2*J + 1 if J > 0 else 0)
assert all_fields[0, 1] + all_fields[0, -1] == 1

# Two photons in the same J = 1 triplet, symmetric under exchange
pair_ops = [np.kron(s, np.eye(3)) + np.kron(np.eye(3), s) for s in SPIN]
pair_squared = sum(op @ op for op in pair_ops)
swap = np.eye(9).reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
swap_values, swap_vectors = np.linalg.eigh(swap)
symmetric = swap_vectors[:, swap_values > 0]
pair_values = np.linalg.eigvalsh(symmetric.T @ pair_squared @ symmetric)
pair_counts = [int(np.sum(abs(pair_values - J*(J + 1)) < 1e-8))
               for J in (0, 1, 2)]
assert pair_counts == [1, 0, 5]

# Energy of a classical packet, from the fields and from the amplitudes
photon_ev = 2.0
k0 = photon_ev / HARTREE_EV / C_AU
width = 0.13*k0
k_nodes, k_weights = interval(k0 - 6*width, k0 + 6*width, 80)
r_nodes, r_weights = interval(0.0, 60/k0, 160)
coarse, coarse_w = sphere_grid(8, 12)
grid = (r_nodes[:, None, None]*coarse[None]).reshape(-1, 3)
grid_w = ((r_weights*r_nodes**2)[:, None]*coarse_w[None]).ravel()
shape = np.exp(-(k_nodes - k0)**2/(2*width**2))
shape /= sqrt(np.sum(k_weights*shape**2))
packet = [("E", 1, 0, 0.8), ("M", 2, 1, 0.6j)]
electric = np.zeros((len(grid), 3))
magnetic = np.zeros((len(grid), 3))
energy_modes = 0.0
for kind, J, M, factor in packet:
    dual = "M" if kind == "E" else "E"
    for k, wk, s in zip(k_nodes, k_weights, shape):
        omega = C_AU*k
        amp = wk*sqrt(2*pi/omega)*factor*s
        electric += 2*(1j*omega*amp*mode(kind, J, M, k, grid)).real
        magnetic += 2*(k*amp*mode(dual, J, M, k, grid)).real
        energy_modes += wk*omega*abs(factor*s)**2
energy_E = np.sum(grid_w[:, None]*electric**2)/(8*pi)
energy_B = np.sum(grid_w[:, None]*C_AU**2*magnetic**2)/(8*pi)
energy_fields = energy_E + energy_B
assert abs(energy_fields/energy_modes - 1) < 1e-7

# Share of each multipole in the local mode density
k_ang = k0/BOHR_ANG


def share(kind, J, distance):
    p = distance*np.array([[0.48, 0.60, 0.64]])
    s = sum(np.sum(abs(mode(kind, J, M, k_ang, p))**2)
            for M in range(-J, J + 1))
    return s*pi**2/k_ang**2


tables = {}
for distance in (1.0, 1000.0):
    x = k_ang*distance
    table = {(q, J): share(q, J, distance) for J in range(1, 11) for q in "EM"}
    for J in range(1, 11):
        j_low, j_mid, j_high = [spherical_jn(n, x) for n in (J-1, J, J+1)]
        assert abs(table["M", J] - (2*J + 1)*j_mid**2/2) < 1e-12
        assert abs(table["E", J]
                   - ((J + 1)*j_low**2 + J*j_high**2)/2) < 1e-12
    sum_E = sum(table["E", J] for J in range(1, 11))
    sum_M = sum(table["M", J] for J in range(1, 11))
    j0 = spherical_jn(0, x)
    assert abs(sum_E - (1 + j0**2)/2) < 1e-11
    assert abs(sum_M - (1 - j0**2)/2) < 1e-11
    tables[distance] = (x, table, sum_E, sum_M)
x_small, t_small = tables[1.0][:2]
for key in (("M", 1), ("E", 2)):
    assert abs(t_small[key]/(x_small**2/6) - 1) < 1e-5

print(f"photon energy: {photon_ev:.3f} eV = {photon_ev/HARTREE_EV:.6f} hartree")
print(f"wave number k: {k_ang:.6e} 1/angstrom")
print(f"wavelength: {2*pi/k_ang:.2f} angstrom")
print(f"mode density k^2/pi^2: {k_ang**2/pi**2:.5e} 1/angstrom^2")
for (kind, J), p in parities.items():
    print(f"parity of {kind}{J} mode: {p:+.0f}")
for J in (0, 1, 2):
    n_fields = all_fields[J, 1] + all_fields[J, -1]
    print(f"J={J}: vector fields with L<=3: {n_fields}; transverse, "
          f"parity +: {counts[J, 1]}, parity -: {counts[J, -1]}")
print("two photons in one J=1 triplet, states with total J=0,1,2:",
      *pair_counts)
for distance, (x, table, sum_E, sum_M) in tables.items():
    print(f"distance {distance:.0f} angstrom: kr = {x:.6e} (no unit)")
    for J in (1, 2, 3):
        print(f"  shares (no unit): E{J} {table['E', J]:.6e}, "
              f"M{J} {table['M', J]:.6e}")
    print(f"  sums J=1..10 (no unit): E {sum_E:.8f}, M {sum_M:.8f}")
print(f"(kr)^2/6 at 1 angstrom: {x_small**2/6:.6e} (no unit)")
print(f"packet weights (no unit): E1 {abs(packet[0][3])**2:.2f}, "
      f"M2 {abs(packet[1][3])**2:.2f}")
print(f"packet width parameter in photon energy: "
      f"{width*C_AU*HARTREE_EV:.3f} eV")
print(f"packet energy from amplitudes: {energy_modes*HARTREE_EV:.8f} eV")
print(f"packet energy from fields: {energy_fields*HARTREE_EV:.8f} eV")
print(f"  electric part: {energy_E*HARTREE_EV:.6f} eV, "
      f"magnetic part: {energy_B*HARTREE_EV:.6f} eV")
print(f"largest error, divergence and curl: {err_local:.1e} (k=1.3 units)")
print(f"largest error, action of J: {err_rot:.1e} (k=1.3 units)")
print(f"largest error, plane-wave form: {err_wave:.1e} (k=1.3 units)")
print(f"largest error, orthonormality: {err_orth:.1e} (no unit)")
print(f"largest error, completeness: {err_complete:.1e} (k=1.3 units)")
print("checks complete")
```

It prints:

```
photon energy: 2.000 eV = 0.073499 hartree
wave number k: 1.013546e-03 1/angstrom
wavelength: 6199.21 angstrom
mode density k^2/pi^2: 1.04085e-07 1/angstrom^2
parity of E1 mode: -1
parity of M1 mode: +1
parity of E2 mode: +1
parity of M2 mode: -1
parity of E3 mode: -1
parity of M3 mode: +1
J=0: vector fields with L<=3: 1; transverse, parity +: 0, parity -: 0
J=1: vector fields with L<=3: 9; transverse, parity +: 3, parity -: 3
J=2: vector fields with L<=3: 15; transverse, parity +: 5, parity -: 5
two photons in one J=1 triplet, states with total J=0,1,2: 1 0 5
distance 1 angstrom: kr = 1.013546e-03 (no unit)
  shares (no unit): E1 9.999997e-01, M1 1.712126e-07
  shares (no unit): E2 1.712126e-07, M2 1.172550e-14
  shares (no unit): E3 9.380403e-15, M3 3.441522e-22
  sums J=1..10 (no unit): E 0.99999983, M 0.00000017
distance 1000 angstrom: kr = 1.013546e+00 (no unit)
  shares (no unit): E1 7.032101e-01, M1 1.389815e-01
  shares (no unit): E2 1.390691e-01, M2 1.011273e-02
  shares (no unit): E3 8.091883e-03, M3 3.068451e-04
  sums J=1..10 (no unit): E 0.85059379, M 0.14940621
(kr)^2/6 at 1 angstrom: 1.712126e-07 (no unit)
packet weights (no unit): E1 0.64, M2 0.36
packet width parameter in photon energy: 0.260 eV
packet energy from amplitudes: 2.00000000 eV
packet energy from fields: 2.00000000 eV
  electric part: 1.640000 eV, magnetic part: 0.360000 eV
largest error, divergence and curl: 8.6e-11 (k=1.3 units)
largest error, action of J: 9.1e-11 (k=1.3 units)
largest error, plane-wave form: 3.8e-16 (k=1.3 units)
largest error, orthonormality: 1.9e-14 (no unit)
largest error, completeness: 5.1e-17 (k=1.3 units)
checks complete
```
